# Linear Decay of the Mean Threshold Shift from Fixed Oxide Charge: verification in Python

```python
# RESULT UNDER TEST: a fixed charge q at distance d from the channel, in a gate
# oxide of thickness t and permittivity eps, shifts the area-averaged threshold by
#     shift = -q (t - d) / (eps * area),
# linear in d and zero at the gate. For N charges per area: -q N (t - d) / eps.
# In a layered oxide (t - d)/eps becomes the integral of dz/eps from charge to gate.
# Channel plane: z = 0. Gate plane: z = t. SI units unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.sparse import lil_matrix
from scipy.sparse.linalg import splu
from scipy.special import j0

q = const.e
nm = 1e-9
t = 10 * nm
kappa_oxide, kappa_substrate = 18.0, 3.9
eps = kappa_oxide * const.epsilon_0
eps_sub = kappa_substrate * const.epsilon_0
N = 1e16                       # charges per m^2
length, width = 100 * nm, 1000 * nm
area = length * width
temperature = 300.0
v_th = const.k * temperature / q


def mean_shift(depth):
    return -q * N * (t - depth) / eps


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


# --- Induced charge on a grounded channel, from the fields of image charges ---
def channel_share(depth, radius):
    """Minus the charge induced inside a disc, divided by the oxide charge."""
    d, r_max = depth / t, radius / t
    u, w = gauss(0.0, 1.0, 200)
    rho = r_max * u**2
    heights = d + 2.0 * np.arange(-3000, 3001)
    density = np.array([np.sum(heights / (r * r + heights**2)**1.5)
                        for r in rho]) / (2 * np.pi)
    return np.sum(w * 2 * r_max * u * 2 * np.pi * rho * density)


shares = {}
for d_nm in (2, 5, 8):
    shares[d_nm] = channel_share(d_nm * nm, 10 * t)
    assert abs(shares[d_nm] - (1 - d_nm * nm / t)) < 1e-5
near_share = channel_share(5 * nm, 2 * t) / shares[5]


# --- Layered oxide, substrate and responding channel, by finite differences ---
# Grid step 1, vacuum permittivity 1, unit line charge, periodic sideways.
def restoring_shifts(channel_cap, eps_face, j_channel, j_charge):
    """Gate shift restoring total channel charge, for each lateral position."""
    nx, nz = len(channel_cap), len(eps_face)
    m = nz - 1
    matrix = lil_matrix((nx * m, nx * m))
    for i in range(nx):
        for j in range(1, nz):
            row = i * m + j - 1
            side = 0.5 * (eps_face[j - 1] + eps_face[j])
            matrix[row, row] = eps_face[j - 1] + eps_face[j] + 2 * side
            if j == j_channel:
                matrix[row, row] += channel_cap[i]
            for neighbour in ((i - 1) % nx, (i + 1) % nx):
                matrix[row, neighbour * m + j - 1] = -side
            if j > 1:
                matrix[row, row - 1] = -eps_face[j - 1]
            if j < nz - 1:
                matrix[row, row + 1] = -eps_face[j]
    solver = splu(matrix.tocsc())

    def channel_response(source):
        potential = solver.solve(source.ravel()).reshape(nx, m)
        return np.sum(channel_cap * potential[:, j_channel - 1])

    gate_source = np.zeros((nx, m))
    gate_source[:, -1] = eps_face[-1]
    gate_response = channel_response(gate_source)
    result = []
    for i in range(nx):
        charge_source = np.zeros((nx, m))
        charge_source[i, j_charge - 1] = 1.0
        result.append(-channel_response(charge_source) / gate_response)
    return np.array(result)


nx = 24
faces = np.array([3.9] * 10 + [7.0] * 8 + [18.0] * 12)
uniform_cap = np.full(nx, 2.0)
patchy_cap = 2.0 + 1.8 * np.cos(2 * np.pi * np.arange(nx) / nx)
patchy_range = None
for j_charge in (14, 20, 26):
    expected = -np.sum(1 / faces[j_charge:]) / nx
    uniform = restoring_shifts(uniform_cap, faces, 10, j_charge)
    patchy = restoring_shifts(patchy_cap, faces, 10, j_charge)
    assert np.allclose(uniform, expected, rtol=1e-8)
    assert abs(patchy.mean() / expected - 1) < 1e-8
    if j_charge == 14:
        patchy_range = (patchy / expected).min(), (patchy / expected).max()
        assert patchy_range[1] - patchy_range[0] > 0.01


# --- Potential of one charge in an unscreened channel on a thick substrate ---
def channel_fourier(k, depth):
    """In-plane Fourier transform of the channel potential, gate grounded."""
    ratio = (np.exp(-k * depth) * -np.expm1(-2 * k * (t - depth))
             / -np.expm1(-2 * k * t))
    return q * ratio / (k * (eps / np.tanh(k * t) + eps_sub))


def fourier_by_differences(k, depth):
    h = 0.05 * nm
    n_sub, n_ox = 1600, round(t / h)
    e = np.r_[np.full(n_sub, eps_sub), np.full(n_ox, eps)]
    size = n_sub + n_ox - 1
    bands = np.zeros((3, size))
    bands[0, 1:] = -e[1:-1]
    bands[1] = (e[:-1] + e[1:]) * (1 + 0.5 * (k * h)**2)
    bands[2, :-1] = -e[1:-1]
    source = np.zeros(size)
    source[n_sub + round(depth / h) - 1] = q * h
    return solve_banded((1, 1), bands, source)[n_sub - 1]


for k in (0.2 / nm, 0.6 / nm):
    for depth in (2 * nm, 5 * nm):
        assert abs(fourier_by_differences(k, depth)
                   / channel_fourier(k, depth) - 1) < 2e-3


def fluctuations(depth):
    """Radii, one-charge potential, rms potential, extra shift magnitude."""
    k, wk = gauss(0.0, 40 / depth, 1500)
    rho, wr = gauss(0.0, 60 * nm, 400)
    transform = channel_fourier(k, depth)
    v = j0(np.outer(rho, k)) @ (wk * k * transform) / (2 * np.pi)
    variance = N * np.sum(wk * k * transform**2) / (2 * np.pi)
    variance_real = N * np.sum(wr * 2 * np.pi * rho * v**2)
    assert abs(variance_real / variance - 1) < 2e-3
    x = v / v_th
    extra = v_th * N * np.sum(wr * 2 * np.pi * rho * (np.expm1(x) - x))
    return rho, v, np.sqrt(variance), extra


fluct = {d_nm: fluctuations(d_nm * nm) for d_nm in (2, 5)}

# Random-charge average checked by direct sampling of charge positions.
rng = np.random.default_rng(7)
samples, disc = 200000, 30 * nm
counts = rng.poisson(N * np.pi * disc**2, samples)
radii = disc * np.sqrt(rng.random(counts.sum()))
owner = np.repeat(np.arange(samples), counts)
total = np.bincount(owner, weights=np.interp(radii, fluct[5][0], fluct[5][1]),
                    minlength=samples) / v_th
sampled_extra = v_th * (np.log(np.mean(np.exp(total))) - total.mean())
assert abs(sampled_extra - fluct[5][3]) < 0.15e-3

# --- Can an aligned defect level keep its charge? Elastic tunnelling estimate ---
barrier_ev, tunnel_mass, attempt_time = 2.0, 0.2, 1e-13
decay = np.sqrt(2 * tunnel_mass * const.m_e * barrier_ev * q) / const.hbar


def matched_transmission(barrier_width):
    """Wave matching at a square barrier, energy at half its height."""
    c = decay / np.sqrt(2)     # decay rate and wave number are then equal
    g = np.exp(c * barrier_width)
    # unknowns: reflected, growing, decaying and transmitted amplitudes
    m = np.array([[1, -1, -1, 0], [-1j, -1, 1, 0],
                  [0, g, 1 / g, -1], [0, g, -1 / g, -1j]], dtype=complex)
    return abs(np.linalg.solve(m, np.array([-1, -1j, 0, 0]))[3])**2


slope = np.log(matched_transmission(4 * nm) / matched_transmission(5 * nm)) / nm
assert abs(slope / (2 * decay / np.sqrt(2)) - 1) < 1e-4
tunnel_time = {d: attempt_time * np.exp(2 * decay * d * nm) for d in (2, 5)}

# --- Printed example ---
print("INPUTS (rough typical values)")
print(f"oxide thickness = {t/nm:.1f} nm")
print(f"relative permittivity, oxide = {kappa_oxide:.1f}")
print(f"relative permittivity, substrate = {kappa_substrate:.1f}")
print(f"fixed charges per area = {N*1e-4:.2e} cm^-2")
print(f"channel length, width = {length/nm:.0f}, {width/nm:.0f} nm")
print(f"temperature = {temperature:.0f} K")
print("MEAN THRESHOLD SHIFT")
print(f"oxide capacitance = {eps/t*100:.3f} uF/cm^2")
print(f"sheet charge = {q*N*100:.4f} uC/cm^2")
for d_nm in (0, 2, 5, 8, 10):
    print(f"depth {d_nm:2d} nm: shift = {mean_shift(d_nm*nm)*1e3:.2f} mV")
print(f"slope = {q*N/eps*nm*1e3:.3f} mV per nm")
print(f"one charge at 5 nm: shift = {mean_shift(5*nm)/(N*area)*1e3:.4f} mV")
print(f"mean number of charges = {N*area:.0f}")
print(f"rms scatter from number, 5 nm = "
      f"{abs(mean_shift(5*nm))/np.sqrt(N*area)*1e3:.2f} mV")
print("CHECKS")
for d_nm in (2, 5, 8):
    print(f"image-series channel share, {d_nm} nm = {shares[d_nm]:.5f}")
print(f"patchy channel, shift/formula: min = {patchy_range[0]:.3f}")
print(f"patchy channel, shift/formula: max = {patchy_range[1]:.3f}")
print(f"sampled extra shift, 5 nm = {-sampled_extra*1e3:.2f} mV")
print("NEGLECTED EFFECTS")
print(f"part of induced charge within 20 nm, depth 5 nm = {near_share:.4f}")
print(f"thermal voltage = {v_th*1e3:.2f} mV")
for d_nm in (2, 5):
    print(f"depth {d_nm} nm: peak one-charge potential = "
          f"{fluct[d_nm][1][0]*1e3:.1f} mV")
    print(f"depth {d_nm} nm: rms channel potential = {fluct[d_nm][2]*1e3:.1f} mV")
    print(f"depth {d_nm} nm: extra subthreshold shift = "
          f"{-fluct[d_nm][3]*1e3:.2f} mV")
print(f"tunnel barrier = {barrier_ev:.1f} eV, mass = {tunnel_mass:.1f} m_e")
print(f"attempt time = {attempt_time:.0e} s")
print(f"amplitude decay rate = {decay*nm:.2f} per nm")
for d_nm in (2, 5):
    print(f"depth {d_nm} nm: tunnelling time = {tunnel_time[d_nm]:.1e} s")
print(f"field step at charge sheet = {q*N/eps*1e-8:.3f} MV/cm")
print("PASS")
```

Printed output:

```
INPUTS (rough typical values)
oxide thickness = 10.0 nm
relative permittivity, oxide = 18.0
relative permittivity, substrate = 3.9
fixed charges per area = 1.00e+12 cm^-2
channel length, width = 100, 1000 nm
temperature = 300 K
MEAN THRESHOLD SHIFT
oxide capacitance = 1.594 uF/cm^2
sheet charge = 0.1602 uC/cm^2
depth  0 nm: shift = -100.53 mV
depth  2 nm: shift = -80.42 mV
depth  5 nm: shift = -50.26 mV
depth  8 nm: shift = -20.11 mV
depth 10 nm: shift = -0.00 mV
slope = 10.053 mV per nm
one charge at 5 nm: shift = -0.0503 mV
mean number of charges = 1000
rms scatter from number, 5 nm = 1.59 mV
CHECKS
image-series channel share, 2 nm = 0.80000
image-series channel share, 5 nm = 0.50000
image-series channel share, 8 nm = 0.20000
patchy channel, shift/formula: min = 0.891
patchy channel, shift/formula: max = 1.100
sampled extra shift, 5 nm = -5.47 mV
NEGLECTED EFFECTS
part of induced charge within 20 nm, depth 5 nm = 0.9921
thermal voltage = 25.85 mV
depth 2 nm: peak one-charge potential = 57.1 mV
depth 2 nm: rms channel potential = 30.6 mV
depth 2 nm: extra subthreshold shift = -27.62 mV
depth 5 nm: peak one-charge potential = 16.7 mV
depth 5 nm: rms channel potential = 15.8 mV
depth 5 nm: extra subthreshold shift = -5.45 mV
tunnel barrier = 2.0 eV, mass = 0.2 m_e
attempt time = 1e-13 s
amplitude decay rate = 3.24 per nm
depth 2 nm: tunnelling time = 4.3e-08 s
depth 5 nm: tunnelling time = 1.2e+01 s
field step at charge sheet = 0.101 MV/cm
PASS
```
